# Zero-Potential Vertex and Reducible Terms of the Bound-Electron g Factor: a program that tests the result

```python
"""Zero-potential vertex and reducible self-energy terms of the 1s bound g factor.

Result under test: with the uniform field written as a gradient of delta(q),
the vertex term is one radial momentum integral.  Alone it diverges like
4 ln(2 Z alpha) for Z alpha -> 0 (unit alpha/pi); with the reducible term the
sum tends to 1, that is Delta g = alpha/pi.
Symbols: hbar = c = m = 1; za = Z alpha; energy = Dirac 1s energy; G, F = upper
and lower radial momentum functions; s = energy^2 - p^2; J, K1, K2 = integrals
over x in (0,1) of x ln(1-xs), x/(1-xs), x^2/(1-xs).  Loop quantities are in
units of alpha/pi; the vertex is subtracted at zero momenta.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.integrate import quad
from scipy.special import gamma as gamma_function

# ---------- Dirac matrices ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
unit2, unit4 = np.eye(2), np.eye(4)
gam = np.array([np.kron(pauli[2], unit2)]
               + [np.kron(1j * pauli[1], sig) for sig in pauli])
spin = np.array([np.kron(unit2, sig) for sig in pauli])
metric = np.array([1.0, -1.0, -1.0, -1.0])


def slash(p):
    return np.tensordot(p * metric, gam, axes=(-1, 0))


def contract(x):
    return sum(metric[a] * gam[a] @ x @ gam[a] for a in range(4))


def levi(i, j, k):
    return (i - j) * (j - k) * (k - i) / 2


def unit_interval(n):
    x, w = leggauss(n)
    return (x + 1) / 2, w / 2


# ---------- Feynman-parameter functions ----------
def loop_functions(one_minus_s):
    om = np.asarray(one_minus_s, dtype=float)
    s = 1 - om
    small = np.abs(s) < 0.05
    t = np.where(small, 0.5, s)
    log = np.log(np.where(small, 0.5, om))
    k1 = -1 / t - log / t**2
    k2 = (k1 - 0.5) / t
    j = 0.5 * log + 0.5 * t * k2
    z = np.where(small, s, 0.0)
    k1s = sum(z**n / (n + 2) for n in range(14))
    k2s = sum(z**n / (n + 3) for n in range(14))
    js = -sum(z**n / (n * (n + 2)) for n in range(1, 14))
    return np.where(small, js, j), np.where(small, k1s, k1), np.where(small, k2s, k2)


for s_test in (-3.0, 0.02, 0.4, 0.95):
    direct = [quad(f, 0, 1)[0] for f in (
        lambda x: x * np.log(1 - x * s_test),
        lambda x: x / (1 - x * s_test),
        lambda x: x * x / (1 - x * s_test))]
    assert np.allclose(direct, loop_functions(1 - s_test), atol=1e-8)

# ---------- antisymmetric product of three propagators ----------
l_test = np.array([0.37, 0.81, -0.45, 1.2])
prop = np.linalg.inv(slash(l_test) - unit4)
l2 = np.sum(metric * l_test**2)
for i, k in ((1, 2), (2, 3), (3, 1)):
    left_side = (prop @ gam[k] @ prop @ gam[i] @ prop
                 - prop @ gam[i] @ prop @ gam[k] @ prop)
    com = gam[k] @ gam[i] - gam[i] @ gam[k]
    right_side = -(com + 0.5 * (com @ slash(l_test) + slash(l_test) @ com)) / (l2 - 1)**2
    assert np.allclose(left_side, right_side, atol=1e-11)

# ---------- raw loop by four-dimensional Euclidean quadrature ----------
t, wt = unit_interval(36)
n_chi, n_phi = 24, 12
chi = np.pi * np.arange(1, n_chi + 1) / (n_chi + 1)
ct, wc = leggauss(12)
phi = 2 * np.pi * np.arange(n_phi) / n_phi
R4, X4, C4, P4 = [a.ravel() for a in np.meshgrid(t / (1 - t), chi, ct, phi, indexing="ij")]
weight = np.einsum("a,b,c,d->abcd", wt / (1 - t)**2 * t / (1 - t),
                   np.pi / (n_chi + 1) * np.sin(chi)**2, wc,
                   np.full(n_phi, 2 * np.pi / n_phi)).ravel()
sin_t = np.sqrt(1 - C4**2)
photon = np.stack([1j * R4 * np.cos(X4), R4 * np.sin(X4) * sin_t * np.cos(P4),
                   R4 * np.sin(X4) * sin_t * np.sin(P4), R4 * np.sin(X4) * C4], axis=1)
prefactor = -1 / (4 * np.pi**2)


def electron_lines(p):
    l = p - photon
    return (slash(l) + unit4) / (np.sum(metric * l * l, axis=1) - 1)[:, None, None]


def raw_vertex(p_out, p_in, mu):
    a = (electron_lines(p_out) * weight[:, None, None]) @ gam[mu]
    b = electron_lines(p_in)
    x = a.transpose(1, 0, 2).reshape(4, -1) @ b.reshape(-1, 4)
    return prefactor * contract(x)


def raw_self_energy(p):
    return prefactor * contract(np.tensordot(weight, electron_lines(p), axes=(0, 0)))


p_test = np.array([0.7, 0.2, -0.3, 0.25])
s_val = np.sum(metric * p_test**2)
j_t, k1_t, k2_t = loop_functions(1 - s_val)
origin = np.zeros(4)
step = 2e-3
err_forward = err_ward = err_slope = 0.0
for mu in (0, 1, 3):
    raw = raw_vertex(p_test, p_test, mu)
    closed = -0.5 * (gam[mu] * j_t
                     + 2 * p_test[mu] * (2 * k1_t * unit4 - k2_t * slash(p_test)))
    err_forward = max(err_forward, np.abs(
        raw - raw_vertex(origin, origin, mu) - closed).max())
    shift = step * np.eye(4)[mu]
    slope = (raw_self_energy(p_test + shift) - raw_self_energy(p_test - shift)) / (2 * step)
    err_ward = max(err_ward, np.abs(raw + metric[mu] * slope).max())
for i, k in ((1, 2), (2, 3), (3, 1), (2, 1), (2, 2)):
    half = 0.5 * step * np.eye(4)[k]
    slope = (raw_vertex(p_test + half, p_test - half, i)
             - raw_vertex(p_test - half, p_test + half, i)) / (2 * step)
    closed = sum(-0.5j * levi(k, i, n) * k1_t * 0.5
                 * (spin[n - 1] @ slash(p_test) + slash(p_test) @ spin[n - 1])
                 for n in (1, 2, 3))
    err_slope = max(err_slope, np.abs(slope - closed).max())
assert err_forward < 3e-5, err_forward
assert err_ward < 3e-5, err_ward
assert err_slope < 3e-5, err_slope
del photon, weight, R4, X4, C4, P4, sin_t


# ---------- Dirac-Coulomb 1s state ----------
def coordinate_constants(za):
    energy = np.sqrt(1 - za**2)
    ratio = za / (1 + energy)
    norm = np.sqrt((2 * za)**(2 * energy + 1)
                   / (gamma_function(2 * energy + 1) * (1 + ratio**2)))
    return energy, ratio, norm


def momentum_functions(za, p):
    """G, F, F' + 2F/p and -G' from exact Bessel transforms."""
    energy, ratio, norm = coordinate_constants(za)
    theta, big = np.arctan2(p, za), np.hypot(p, za)

    def bessel0(a):
        return gamma_function(a) * np.sin(a * theta) / (p * big**a)

    def bessel1(a):
        return (gamma_function(a - 1) * np.sin((a - 1) * theta) / (p**2 * big**(a - 1))
                - gamma_function(a) * np.cos(a * theta) / (p * big**a))

    c = np.sqrt(2 / np.pi) * norm
    a = energy + 1
    return c * bessel0(a), c * ratio * bessel1(a), c * ratio * bessel0(a + 1), c * bessel1(a + 1)


def radial_result(za):
    energy = np.sqrt(1 - za**2)
    u = np.linspace(-10, 16, 5201)
    p = za * np.exp(u)
    G, F, div_f, minus_dg = momentum_functions(za, p)
    W = G * div_f + F * minus_dg
    J, K1, K2 = loop_functions(za**2 + p**2)
    w = p**3 * (u[1] - u[0])
    out = {"norm": np.sum(w * (G**2 + F**2)), "dirac": 4 / 3 * np.sum(w * W)}
    out["wave"] = -2 / 3 * np.sum(w * J * W)
    out["orbital"] = 4 / 3 * np.sum(w * ((2 * K1 + energy * K2) * F**2 - p * K2 * G * F))
    out["slope"] = -2 * np.sum(w * K1 * (energy * (G**2 - F**2 / 3) - 2 / 3 * p * G * F))
    out["vertex"] = out["wave"] + out["orbital"] + out["slope"]
    out["dsigma"] = np.sum(w * (0.5 * J * (G**2 + F**2) + energy * (
        2 * K1 * (G**2 - F**2) - K2 * (energy * (G**2 + F**2) - 2 * p * G * F))))
    out["reducible"] = out["dirac"] * out["dsigma"]
    out["sum"] = out["vertex"] + out["reducible"]
    out["mean_log"] = np.sum(w * (G**2 + F**2) * np.log(za**2 + p**2))
    return out


# ---------- full-spinor calculation with the off-forward vertex ----------
def spinor(za, vec):
    p = np.linalg.norm(vec, axis=1)
    G, F = momentum_functions(za, p)[:2]
    n = vec / p[:, None]
    return np.stack([G, 0 * G, F * n[:, 2], F * (n[:, 0] + 1j * n[:, 1])],
                    axis=1) / np.sqrt(4 * np.pi)


def matrix_element(za, mu, q):
    """Tree and loop values of the integral of psibar(P+q/2) vertex psi(P-q/2)."""
    energy = np.sqrt(1 - za**2)
    t, wt = unit_interval(56)
    c, wc = leggauss(8)
    f = 2 * np.pi * (np.arange(8) + 0.5) / 8
    T, C, A = [a.ravel() for a in np.meshgrid(t, c, f, indexing="ij")]
    P = za * T / (1 - T)
    w = np.einsum("a,b,c->abc", wt * za / (1 - t)**2 * (za * t / (1 - t))**2,
                  wc, np.full(8, np.pi / 4)).ravel()
    S = np.sqrt(1 - C**2)
    vec = P[:, None] * np.stack([S * np.cos(A), S * np.sin(A), C], axis=1)
    v_out, v_in = vec + q / 2, vec - q / 2
    e_col = np.full((len(P), 1), energy)
    p_out, p_in = np.hstack([e_col, v_out]), np.hstack([e_col, v_in])
    bar, ket = spinor(za, v_out).conj() @ gam[0], spinor(za, v_in)
    tree = np.einsum("ni,ij,nj->n", bar, gam[mu], ket)
    left = np.einsum("ni,aij->anj", bar, gam)
    right = np.einsum("a,aij,nj->ani", metric, gam, ket)
    ops = np.stack([slash(p_out), slash(p_in), np.broadcast_to(unit4, (len(P), 4, 4))])
    la = np.einsum("ani,bnij->banj", left, ops) @ gam[mu]
    rb = np.einsum("bnij,anj->bani", ops, right)
    pieces = np.einsum("bani,cani->bcn", la, rb).reshape(9, -1)
    u, wu = unit_interval(16)
    v, wv = unit_interval(6)
    U, V = [a.ravel() for a in np.meshgrid(u, v, indexing="ij")]
    wf = np.outer(wu * u, wv).ravel()
    x, y = U * V, U * (1 - V)
    one = np.ones_like(x)
    coef = (np.array([1 - x, -y, one])[:, None] * np.array([-x, 1 - y, one])[None]).reshape(9, -1)
    oo, ii, oi = [np.sum(metric * a * b, axis=1)[:, None]
                  for a, b in ((p_out, p_out), (p_in, p_in), (p_out, p_in))]
    delta = x**2 * oo + y**2 * ii + 2 * x * y * oi - x * oo - y * ii + U
    loop = (-0.25 * ((pieces.T @ coef) / delta) @ wf
            - 0.5 * tree * (np.log(delta / U) @ wf) - 0.5 * tree)
    return np.array([np.sum(w * tree), np.sum(w * loop)])


Z = 82
za_pb = Z * alpha
pb = radial_result(za_pb)
energy_pb, ratio_pb, norm_pb = coordinate_constants(za_pb)
q_step = 2e-3


def q_slope(i, k):
    q = q_step * np.eye(3)[k - 1]
    return (matrix_element(za_pb, i, q) - matrix_element(za_pb, i, -q)) / (2 * q_step)


g_full = -2j * (q_slope(2, 1) - q_slope(1, 2))
dsigma_full = -matrix_element(za_pb, 0, np.zeros(3))[1].real
g_coordinate = 8 / 3 * ratio_pb * norm_pb**2 * quad(
    lambda r: r**(2 * energy_pb + 1) * np.exp(-2 * za_pb * r), 0, np.inf)[0]
assert np.abs(g_full.imag).max() < 1e-6
assert abs(pb["norm"] - 1) < 1e-7
assert abs(pb["dirac"] - g_coordinate) < 1e-6
assert abs(pb["dirac"] - 2 / 3 * (1 + 2 * energy_pb)) < 1e-6
assert abs(g_full[0].real - g_coordinate) < 2e-4
assert abs(g_full[1].real - pb["vertex"]) < 3e-4
assert abs(dsigma_full - pb["dsigma"]) < 1e-4

# ---------- free limit ----------
couplings = (0.1, 0.01, 0.001)
limits = [radial_result(za) for za in couplings]
last, za_last = limits[-1], couplings[-1]
assert abs(last["sum"] - 1) < 1e-4
assert abs(limits[1]["sum"] - 1) < 1e-2
assert abs(last["vertex"] - (4 * np.log(2 * za_last) + 13 / 12)) < 1e-3
assert abs(last["reducible"] + 4 * np.log(2 * za_last) + 1 / 12) < 1e-3
assert abs(last["mean_log"] - (2 * np.log(2 * za_last) - 5 / 6)) < 1e-3
assert abs(last["orbital"]) < 1e-3

# ---------- printed numbers ----------
unit = alpha / np.pi
mc2 = physical_constants["electron mass energy equivalent in MeV"][0] * 1e3
mu_b = physical_constants["Bohr magneton in Hz/T"][0] * 1e-6
print(f"alpha/pi (dimensionless)                     {unit:.9f}")
print("Loop checks at one off-shell momentum, largest deviation (alpha/pi):")
print(f"  forward vertex, raw loop vs closed form    {err_forward:.1e}")
print(f"  Ward identity, raw loop                    {err_ward:.1e}")
print(f"  vertex slope in q, raw loop vs closed form {err_slope:.1e}")
print("Hydrogenlike lead, 1s, point nucleus:")
print(f"  Z                                          {Z}")
print(f"  Z alpha                                    {za_pb:.6f}")
print(f"  Dirac energy / m c^2                       {energy_pb:.6f}")
print(f"  binding energy (keV)                       {(1 - energy_pb) * mc2:.3f}")
print(f"  Dirac g, momentum integral                 {pb['dirac']:.6f}")
print(f"  Dirac g, coordinate integral               {g_coordinate:.6f}")
print("  contributions to Delta g in units of alpha/pi:")
print(f"  vertex, J W part                           {pb['wave']:.5f}")
print(f"  vertex, orbital part                       {pb['orbital']:.5f}")
print(f"  vertex, slope part                         {pb['slope']:.5f}")
print(f"  vertex, total                              {pb['vertex']:.5f}")
print(f"  vertex, full-spinor check                  {g_full[1].real:.5f}")
print(f"  mean energy derivative of Sigma            {pb['dsigma']:.5f}")
print(f"  same, full-spinor check                    {dsigma_full:.5f}")
print(f"  reducible term                             {pb['reducible']:.5f}")
print(f"  vertex + reducible                         {pb['sum']:.5f}")
print(f"  Delta g, vertex + reducible                {pb['sum'] * unit:.7f}")
print(f"  precession frequency shift at 1 T (MHz)    {pb['sum'] * unit * mu_b:.3f}")
print(f"  shift for Delta g = alpha/pi at 1 T (MHz)  {unit * mu_b:.3f}")
print("Approach to the free limit (units of alpha/pi):")
print("  Z alpha   vertex      4ln(2Za)+13/12  reducible   sum")
for za, r in zip(couplings, limits):
    print(f"  {za:<8g}  {r['vertex']:10.5f}  {4 * np.log(2 * za) + 13 / 12:10.5f}"
          f"      {r['reducible']:10.5f}  {r['sum']:.7f}")
print(f"Orbital part at Z alpha = {za_last:g} (alpha/pi)     {last['orbital']:.2e}")
print(f"Mean ln(1-s) at Z alpha = {za_last:g}                {last['mean_log']:.5f}")
print(f"2 ln(2 Z alpha) - 5/6 at the same coupling   {2 * np.log(2 * za_last) - 5 / 6:.5f}")
print("all assertions hold")
```

Running it gives:

```
alpha/pi (dimensionless)                     0.002322819
Loop checks at one off-shell momentum, largest deviation (alpha/pi):
  forward vertex, raw loop vs closed form    1.2e-08
  Ward identity, raw loop                    8.4e-06
  vertex slope in q, raw loop vs closed form 2.4e-07
Hydrogenlike lead, 1s, point nucleus:
  Z                                          82
  Z alpha                                    0.598383
  Dirac energy / m c^2                       0.801210
  binding energy (keV)                       101.581
  Dirac g, momentum integral                 1.734947
  Dirac g, coordinate integral               1.734947
  contributions to Delta g in units of alpha/pi:
  vertex, J W part                           0.09555
  vertex, orbital part                       0.06536
  vertex, slope part                         -0.79604
  vertex, total                              -0.63514
  vertex, full-spinor check                  -0.63514
  mean energy derivative of Sigma            0.65227
  same, full-spinor check                    0.65227
  reducible term                             1.13166
  vertex + reducible                         0.49652
  Delta g, vertex + reducible                0.0011533
  precession frequency shift at 1 T (MHz)    16.142
  shift for Delta g = alpha/pi at 1 T (MHz)  32.511
Approach to the free limit (units of alpha/pi):
  Z alpha   vertex      4ln(2Za)+13/12  reducible   sum
  0.1         -5.60883    -5.35442         6.54508  0.9362561
  0.01       -14.57057   -14.56476        15.56905  0.9984732
  0.001      -23.77519   -23.77510        24.77517  0.9999755
Orbital part at Z alpha = 0.001 (alpha/pi)     4.03e-06
Mean ln(1-s) at Z alpha = 0.001                -13.26255
2 ln(2 Z alpha) - 5/6 at the same coupling   -13.26255
all assertions hold
```
